# Hall Coefficient of Holes Shared by Two Valence Bands, part 2

A p-type crystal has a light (l) and a heavy (h) valence band. Heating moves holes from the light band to the heavy one, and the Hall coefficient $R_H$ passes through a maximum although no hole is lost. The question is at what temperature this happens.

The field $\mathbf B$ points along $z$, the current flows along $x$, and $j_y=0$. $R_H=E_y/(j_xB)$ is positive for holes, whose charge is $+e$. With one relaxation time $\tau$ per band, each band obeys

$$\mathbf v=\mu(\mathbf E+\mathbf v\times\mathbf B).$$

In a weak field $v_x=\mu E_x$ and $v_y=\mu E_y-\mu^2BE_x$, which give

$$R_H=\frac{p_l\mu_l^2+p_h\mu_h^2}{e(p_l\mu_l+p_h\mu_h)^2}.$$

Here $p_l$, $p_h$ are the densities, with sum $p$, and $\mu_l$, $\mu_h$ the mobilities, with $b=\mu_l/\mu_h$. With $f$ the light band's share of the conductivity, the normalized coefficient $\rho\equiv epR_H$ is

$$\rho=[f\mu_l+(1-f)\mu_h]\left[\frac{f}{\mu_l}+\frac{1-f}{\mu_h}\right]=1+f(1-f)\frac{(b-1)^2}{b}.$$

At fixed $p$ and $b$ the maximum is at equal conduction, $f=1/2$, where $p_h/p_l=b$. Its height is $\rho_{\max}=(1+b)^2/(4b)$, and the inversion formula is

$$b=2\rho_{\max}-1+2\sqrt{\rho_{\max}(\rho_{\max}-1)}.$$

A finite field lowers the peak by the relative amount $(\rho_{\max}-1)\mu_l\mu_hB^2$ to leading order. In a strong field $\rho$ tends to 1, the plain count of holes.

The example is PbTe, with a light band at the L points and a heavier Sigma band. Acceptors fix $p$. The heavy band lies an energy $\Delta$ below the light one, so a cold sample has its holes in the light band. The rough typical values are $p=1\times10^{19}\ \mathrm{cm^{-3}}$, $\mu_l=300$ and $\mu_h=50\ \mathrm{cm^2/Vs}$ near the peak, density-of-states masses $m_l=0.36$ and $m_h=2.0$ electron masses, and $\Delta=0.17\ \mathrm{eV}-(0.0004\ \mathrm{eV/K})\,T$. They give $b=6$ and $\rho_{\max}=2.04$.

Q: And at what temperature does this happen?

A: For that we need the filling of the bands. For parabolic bands, with $\varepsilon$ the hole energy from the band edge in units of $kT$,

$$p_i=N_i\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt\varepsilon\,d\varepsilon}{1+e^{\varepsilon-\eta_i}},\qquad
N_i=2\left(\frac{2\pi m_ikT}{h^2}\right)^{3/2}.$$

Here $m_i$ is the density-of-states mass and $\eta_i$ is the Fermi energy measured from the edge of band $i$, counted positive into the band, in units of $kT$. Both bands share one Fermi level, so $\eta_h=\eta_l-\Delta/kT$. At each temperature $\eta_l$ is found numerically from $p_l+p_h=p$.

With $b$ held at 6, a numerical search for the largest $R_H$ gives 361 K. A separate root search for $p_l\mu_l=p_h\mu_h$ gives the same temperature. Doubling the number of energy intervals in the integrals, from 1000 to 2000, gives no shift in the printed result. The values along the way are:

| $T$ (K) | light share $f$ | $\rho$ |
|---|---:|---:|
| 100 | 1.00 | 1.00 |
| 300 | 0.73 | 1.82 |
| 361 | 0.50 | 2.04 |
| 450 | 0.26 | 1.81 |

Q: Can I understand 361 K without the computer?

A: Nearly. For dilute holes the integral reduces to $p_i\approx N_ie^{\eta_i}$, so

$$\frac{p_h}{p_l}\approx\left(\frac{m_h}{m_l}\right)^{3/2}e^{-\Delta/kT}.$$

The mass factor is $(2.0/0.36)^{3/2}=13.1$. At 361 K the offset is 25.5 meV and $kT$ is 31.1 meV, so the exponential is 0.44 and the ratio is 5.8. Equal conduction needs 6.

The small difference comes from Fermi statistics. The computed values are $\eta_l=-1.54$ and $\eta_h=-2.36$. The dilute formula counts too many holes in both bands, and the excess is larger in the light band, whose edge is nearer to the Fermi level. The true ratio is therefore a little above the estimate.

This also shows when a peak can be missing. With $b$ fixed, the ratio $p_h/p_l$ must pass through $b$ within the range of the sweep. If it does not, $\rho$ stays below $(1+b)^2/(4b)$. As long as the ratio moves steadily in one direction, $R_H$ then has no turning point there. If the ratio itself turns, as it can for a nonparabolic light band and a fixed offset and gap, $R_H$ turns with it, and such a maximum does not mark equal conduction.

Q: You held the mobilities at 300 and 50 while heating by hundreds of kelvins. They surely fall.

A: They do, but a common fall has no effect on $R_H$. If both mobilities are multiplied by the same number, the numerator and the denominator of $R_H$ both change by its square. The conductivity changes, and the position and height of the Hall peak do not. What matters is a change of the ratio.

Let $b$ vary with temperature and write $G(b)=(b-1)^2/b=b-2+1/b$. Then

$$\frac{d\rho}{dT}=(1-2f)\,G\,\frac{df}{dT}+f(1-f)\,\frac{dG}{db}\,\frac{db}{dT},\qquad \frac{dG}{db}=1-\frac1{b^2}.$$

At $f=1/2$ the first term vanishes. For $b>1$ the second has the sign of $db/dT$. If the ratio grows on heating, $\rho$ is still rising at equal conduction, and the peak comes later. If the ratio shrinks, the peak comes earlier.

To size this, I let $b$ grow as $T^{1/2}$, an assumed law, with $b=6$ at 361 K. The numerical peak moves to 388 K, where the light share is 0.42 and $\rho=2.07$. The temperature has moved by 27 K, but the height by a little over one percent.

Q: Why is the height so much more stable than the position?

A: For two reasons. The ratio $b$ grows by only about 4 percent between 361 and 388 K, and the top is flat in $f$. From the formula for $\rho$ at fixed $b$,

$$\rho_{\max}-\rho=\left(f-\frac12\right)^2\frac{(b-1)^2}{b}.$$

With $b=6$ the last factor is $25/6=4.17$. A share that is wrong by 0.05 costs $0.0025\times4.17=0.01$ in $\rho$, or half a percent. The height is therefore insensitive to small errors in the filling of the bands, though it does follow $b$. The temperature of the maximum depends directly on the filling, and so on the details of the bands.

Q: One such detail is that the light band is not parabolic. Its gap is small.

A: Then let its energy $E$ from the edge obey $E(1+E/E_g)=\hbar^2k^2/(2m)$, with $E_g$ the gap. The number of states in $dE$ is proportional to $k^2dk$, hence to $k\,d(k^2)$, hence to

$$\sqrt{E\left(1+\frac{E}{E_g}\right)}\left(1+\frac{2E}{E_g}\right)dE.$$

This exceeds the parabolic value, so the light band holds more holes at a given Fermi level. More heating is needed before the heavy band carries half the current.

I use the rough law $E_g=0.19\ \mathrm{eV}+(0.0004\ \mathrm{eV/K})\,T$, which gives 0.33 eV at 361 K. With $b$ still held at 6, equal conduction moves from 361 to 387 K. The height cannot change in this comparison, because it depends on $b$ alone. The effect of the band's shape on the mobility itself is left out.

Q: A small gap also means thermal electrons, and they deflect the Hall voltage the other way.

A: For electrons of density $n$ and mobility $\mu_e$, the velocity is $\mathbf v=-\mu_e(\mathbf E+\mathbf v\times\mathbf B)$. To first order $v_x=-\mu_eE_x$ and $v_y=-\mu_eE_y-\mu_e^2BE_x$. Their transverse current $-env_y$ is $en\mu_eE_y+en\mu_e^2BE_x$. Compared with holes, the magnetic term has changed sign and the electric term has not. So

$$R_H=\frac{p_l\mu_l^2+p_h\mu_h^2-n\mu_e^2}{e(p_l\mu_l+p_h\mu_h+n\mu_e)^2}.$$

I give the electrons the mass and mobility of the light holes. The Fermi level at 361 K then fixes $n=7.2\times10^{14}\ \mathrm{cm^{-3}}$. Adding them, with the hole densities held, lowers $R_H$ by 0.09 percent. This is negligible at the peak, but $n$ rises steeply on heating: with nonparabolic bands the lowering is 0.3 percent at 387 K and 3 percent at 450 K. It would not be so in a sample with far fewer holes, or one hot enough for $n$ to reach a percent of $p$. Because the electrons compete with the few light holes, $n=0.01p$ would already lower $R_H$ by about 12 percent at these mobilities.

Q: And the magnetic field?

A: In SI units the mobilities are 0.03 and $0.005\ \mathrm{m^2/Vs}$. At 1 T, $\mu_l\mu_hB^2=1.5\times10^{-4}$. Multiplied by $\rho_{\max}-1=1.04$, this gives a relative drop of $1.6\times10^{-4}$. With isotropic bands and one relaxation time per band, a drop of one percent needs about 8 T. A spread of relaxation times within each band, treated below, makes the peak more sensitive to the field. For parabolic bands and acoustic-phonon scattering the drop at 1 T is 1 to $2\times10^{-3}$, and one percent is reached at 2.5 to 4 T, depending on the shape of the valleys and the direction of the field. With a nonparabolic light band the drop at 1 T is nearer $7\times10^{-3}$, and one percent is reached a little above 1 T. Near the peak a field well below 1 T is in the weak-field regime, and the strong-field count of holes is out of reach at these mobilities.

Q: My last doubt is the single relaxation time. Slow and fast holes of the same band scatter differently. Does each band not have a Hall factor of its own?

A: It does, and this correction has the most interesting consequence. Let $\tau$ depend on energy, and write the distribution in one parabolic band as

$$F=F_0+\left(-\frac{dF_0}{dE}\right)m\,\mathbf v\cdot\mathbf u(E),$$

where $F_0$ is the Fermi function and $\mathbf u$ is an unknown drift for each energy. The linearized Boltzmann equation is

$$e\,\mathbf E\cdot\mathbf v\,\frac{dF_0}{dE}+\frac em(\mathbf v\times\mathbf B)\cdot\nabla_{\!v}(F-F_0)=-\frac{F-F_0}{\tau}.$$

The gradient of any function of energy points along $\mathbf v$ and gives nothing with $\mathbf v\times\mathbf B$, so the gradient acts on $\mathbf v\cdot\mathbf u$ alone. With $(\mathbf v\times\mathbf B)\cdot\mathbf u=-\mathbf v\cdot(\mathbf u\times\mathbf B)$, the common factor $-dF_0/dE$ cancels and

$$\mathbf u=\frac{e\tau(E)}m(\mathbf E+\mathbf u\times\mathbf B).$$

This is our old force balance, now for each energy separately. In the current, each energy has the weight $(mv^2/3)(-dF_0/dE)$ times the density of states, which is proportional to $\varepsilon^{3/2}(-dF_0/d\varepsilon)$. Integration by parts shows that the weights add up to the band's density.

The band is thus a set of populations with different mobilities. With averages over these weights, $\mu=e\langle\tau\rangle/m$, and $p_i\mu_i^2$ in the numerator of $R_H$ becomes $A_ip_i\mu_i^2$ with

$$A_i=\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2}\ge1.$$

For acoustic phonons $\tau\propto\varepsilon^{-1/2}$. For dilute holes the integrals are gamma functions, and $A=\Gamma(3/2)\Gamma(5/2)/\Gamma(2)^2=3\pi/8=1.18$. With the Fermi energies found at 361 K, numerical integration gives 1.165 for the light band and 1.172 for the heavy one.

Q: Those are nearly equal. A common factor would multiply the whole curve and leave the peak in place.

A: Yes, but the L band is also not isotropic. It consists of four long ellipsoids along the cube diagonals. For one ellipsoid the mobility is a symmetric matrix $M$, and $\mathbf v=M(\mathbf E+\mathbf v\times\mathbf B)$. To first order the magnetic part is $M[(M\mathbf E)\times\mathbf B]$. The identity $(M\mathbf a)\times(M\mathbf c)=\det M\,M^{-1}(\mathbf a\times\mathbf c)$, with $\mathbf c=M^{-1}\mathbf B$, turns it into

$$\det M\;\mathbf E\times(M^{-1}\mathbf B).$$

Averaged over the four diagonals, $M^{-1}$ becomes one third of its trace times the unit matrix. So $\mu_l^2$ is replaced by $\det M\,\operatorname{Tr}M^{-1}/3$.

Let the mobility be $\mu_\parallel$ along the axis and $K\mu_\parallel$ across it, where $K$ is the mass ratio if $\tau$ is the same in all directions. The replaced square is $(K^2+2K)\mu_\parallel^2/3$, and the mean mobility is $(1+2K)\mu_\parallel/3$. Dividing the first by the square of the second gives the shape factor

$$\frac{3K(K+2)}{(2K+1)^2}.$$

With the rough value $K=10$ it is $360/441=0.816$. The factor from scattering multiplies it, so $A_l=1.165\times0.816=0.951$. I leave the Sigma band isotropic, with $A_h=1.172$.

Q: Now the factors differ. Where is the peak?

A: Repeating the derivation in terms of $f$, with $A_i$ in the numerator of $R_H$, gives

$$\rho=[A_lfb+A_h(1-f)]\left[\frac fb+1-f\right].$$

Let $c=1-1/b$ and $D=A_lb-A_h$. The brackets are $A_h+Df$ and $1-cf$. Setting the derivative $D(1-cf)-c(A_h+Df)$ to zero gives

$$f=\frac1{2c}-\frac{A_h}{2D}.$$

Here $c=0.833$ and $D=6\times0.951-1.172=4.53$, so $f=0.600-0.129=0.471$. The height is 2.01 instead of 2.04. These values use the Hall factors computed at 361 K.

Q: That is a very small change for so much work.

A: In the height, yes, as long as the bands are parabolic. But suppose that $p$ is not known independently. One can then divide the peak by the cold value of $R_H$, where the light band holds nearly all the holes. In this model the heavy fraction at 100 K is below $10^{-4}$.

The cold value has a Hall factor too. At 100 K the light holes are degenerate, the spread of $\tau$ matters little, and $A_l$ falls to 0.837. This is the weak-field value. The cold mobility is far higher than at the peak, so the field must be kept low: at $7000\ \mathrm{cm^2/Vs}$ and 1 T the factor would be 0.88 for a field along a cube axis and 0.81 along a cube diagonal. The observed rise would be $2.01/0.837=2.40$. Put into the inversion formula, this gives

$$b=2(2.40)-1+2\sqrt{2.40\times1.40}=7.5,$$

which is about 24 percent above the true 6. The rise fits two-band conduction, but part of it comes from the change of the light band's own Hall factor. Without the Hall factors it is a poor measure of $b$.

Q: How far should I trust all this for real PbTe?

A: As an estimate of size. Heavily doped p-type PbTe is known for a Hall maximum above room temperature, roughly near 400 K, and the model puts it in that region. This is weak evidence for the inputs, since the offset law was a rough choice and the position depends strongly on it. An offset that falls linearly from 0.17 eV to zero at 700 K, instead of at 425 K, puts the peak at 545 K. The properties of the heavy band are the least certain.

Real samples break the assumption of constant $b$ and of separate, simple bands. The first moved the peak by 27 K for the law I assumed, and the nonparabolic light band moved it by about 25 K. The Hall factors changed the inferred $b$ by about a quarter, but they were computed for parabolic bands. In a nonparabolic light band the mobility varies more strongly with energy, and the error in $b$ can be much larger. If the acoustic-phonon scattering rate follows the density of states of that band, and the ratio of the mean mobilities is still 6, the peak height becomes about 2.9 and the inferred $b$ about 10. Scattering between the bands may also lower the light mobility as heavy states become accessible. I have not computed that. If it makes $b$ fall on heating, the peak comes before equal conduction, by the derivative we found.

Q: So when I see $R_H$ double on heating, I should not conclude that half the holes have vanished.

A: Not from $R_H$ alone. If the acceptors hold $p$ fixed and a second band is within thermal reach, a doubling needs no loss of holes. For bands with Hall factor 1, it needs a mobility ratio of at least $3+2\sqrt2=5.8$, which is the inversion formula at $\rho_{\max}=2$.
